# The Precursor–Wall Coefficient C3 from Pairwise Inverse-Sixth-Power Attractions: a numerical check

```python
"""Result under test: a particle attracted by -C6/r^6 to every atom of a
half-space of number density n feels U = -C3/z^3, with C3 = pi*n*C6/6.

Symbols: z = distance from the continuum edge; h = height above the top plane
of nuclei; a = cubic lattice constant = plane spacing; z = h - a/2.
Lattice sums are done in units of a, so they give sum (a/r)^6.
The model is pairwise additive, without retardation, damping or repulsion.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.special import kv, zeta

lattice_A = 2.5          # angstrom, chosen model parameter
c6 = 60.0                # eV angstrom^6, chosen model parameter
heights_A = [3.5, 5.0, 10.0, 20.0]
cutoff = 100.0           # radius of the explicit half-ball, in units of a

density = 1.0 / lattice_A**3
c3 = np.pi * density * c6 / 6.0
energy_scale = 1000.0 * c6 / lattice_A**6     # meV per unit lattice sum


def atom_sum(height, site):
    """Sum r^-6 over atoms inside the cutoff, plus the small outer remainder.

    The remainder is a continuum integral over spherical shells: the part of
    a shell of radius r inside the solid has area 2*pi*r^2*(1 - edge/r).
    """
    index = np.arange(-int(cutoff) - 1, int(cutoff) + 2)
    lateral2 = ((index[:, None] - site[0])**2
                + (index[None, :] - site[1])**2)
    total = 0.0
    for layer in range(int(cutoff - height) + 1):
        r2 = lateral2 + (height + layer)**2
        total += np.sum(r2[r2 < cutoff**2]**-3.0)
    edge = height - 0.5
    outer = 2.0 * np.pi * (1.0 / (3.0 * cutoff**3)
                           - edge / (4.0 * cutoff**4))
    return total + outer


# Sheet integral from its definition.
for distance in (0.8, 2.25, 4.0):
    numerical = quad(lambda rho: 2*np.pi*rho / (rho**2 + distance**2)**3,
                     0, np.inf, epsabs=1e-13, epsrel=1e-10)[0]
    assert np.isclose(numerical, np.pi / (2*distance**4), rtol=1e-7)

# Half-space energy by two-dimensional quadrature of the pair attraction.
for distance in (2.25, 5.0):
    integral = dblquad(lambda rho, s: 2*np.pi*rho / (rho**2 + s**2)**3,
                       distance, np.inf, 0, np.inf,
                       epsabs=1e-12, epsrel=1e-9)[0]
    numerical_c3 = density * c6 * integral * distance**3
    assert np.isclose(numerical_c3, c3, rtol=1e-5)
    if distance == 2.25:
        quadrature_c3 = numerical_c3

# Explicit atoms: top, hollow and the two equivalent bridge sites.
# Their average removes the leading lateral Fourier components.
rows = []
for height_A in heights_A:
    h = height_A / lattice_A
    top = atom_sum(h, (0.0, 0.0))
    hollow = atom_sum(h, (0.5, 0.5))
    bridge = atom_sum(h, (0.5, 0.0))
    average = (top + hollow + 2.0*bridge) / 4.0
    plane_formula = 0.5 * np.pi * zeta(4, h)
    assert np.isclose(average, plane_formula, rtol=3e-5)
    rows.append((height_A, h, top, hollow, average))

# Site dependence against the Fourier amplitude of the shortest wavevectors.
# Four equal waves have opposite signs at top and hollow: factor eight.
wavevector = 2.0 * np.pi
for height_A, h, top, hollow, average in rows[:2]:
    distances = h + np.arange(20)
    amplitude = np.sum(np.pi * wavevector**2
                       * kv(2, wavevector*distances) / (4*distances**2))
    assert np.isclose(top - hollow, 8.0*amplitude, rtol=1e-3)

# Edge position and leading correction against the explicit atom sum.
far_h, far_sum = rows[-1][1], rows[-1][4]
far_z = far_h - 0.5
far_ratio = far_sum / (np.pi / (6.0*far_z**3))
assert abs(far_ratio - (1.0 - 1.0/(2.0*far_z**2))) < 1.0/far_z**4
effective_shift = far_h - (np.pi / (6.0*far_sum))**(1.0/3.0)
assert abs(effective_shift - 0.5) < 0.03
ratios = [row[4] * 6.0*(row[1] - 0.5)**3 / np.pi for row in rows]
assert all(abs(ratios[i+1] - 1) < abs(ratios[i] - 1) for i in range(3))

# Share of the top plane, from explicit atoms in that plane alone.
near_h = rows[0][1]
grid = np.arange(-200, 201)
plane_values = []
for site, weight in (((0, 0), 1), ((0.5, 0.5), 1), ((0.5, 0), 2)):
    r2 = ((grid[:, None] - site[0])**2 + (grid[None, :] - site[1])**2
          + near_h**2)
    plane_values.append(weight * np.sum(r2**-3.0) / 4.0)
top_plane = sum(plane_values)
assert np.isclose(top_plane, np.pi/(2*near_h**4), rtol=3e-5)

hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
bohr_A = constants.physical_constants["Bohr radius"][0] * 1e10
c3_au = c3 / (hartree_eV * bohr_A**3)

print(f"Lattice constant and plane spacing: {lattice_A:.2f} angstrom")
print(f"Pair coefficient C6: {c6:.1f} eV angstrom^6")
print(f"Atomic density n: {density:.4f} angstrom^-3")
print(f"C3 from formula: {c3:.4f} eV angstrom^3")
print(f"C3 from half-space quadrature: {quadrature_c3:.4f} eV angstrom^3")
print(f"C3 converted: {c3_au:.4f} hartree bohr^3")
print(f"Edge above top nuclei: {lattice_A/2:.2f} angstrom")
for row, ratio in zip(rows, ratios):
    height_A, h, top, hollow, average = row
    z_A = height_A - lattice_A/2
    print(f"Height h: {height_A:.2f} angstrom; z: {z_A:.2f} angstrom")
    print(f"  site-averaged atom sum U: {-energy_scale*average:.4f} meV")
    print(f"  continuum -C3/z^3: {-1000*c3/z_A**3:.4f} meV")
    print(f"  atom sum / continuum: {ratio:.4f} (no unit)")
    print(f"  1 - d^2/(2z^2): {1-lattice_A**2/(2*z_A**2):.4f} (no unit)")
for height_A, h, top, hollow, average in rows[:2]:
    difference = -energy_scale * (top - hollow)
    print(f"U(top)-U(hollow) at h={height_A:.2f} angstrom: "
          f"{difference:.4f} meV")
print(f"Top-plane share at h={heights_A[0]:.2f} angstrom: "
      f"{100*top_plane/rows[0][4]:.2f} percent")
print(f"Effective edge from atom sum at h={heights_A[-1]:.2f} angstrom: "
      f"{effective_shift*lattice_A:.4f} angstrom above top nuclei")
wrong_energy = -1000.0*c3/heights_A[-1]**3
true_energy = -energy_scale*far_sum
print(f"-C3/h^3 at h={heights_A[-1]:.2f} angstrom: {wrong_energy:.4f} meV")
print(f"Its error in magnitude against the atom sum: "
      f"{100*(wrong_energy/true_energy-1):.2f} percent")
print("no test failed")
```

Output:

```
Lattice constant and plane spacing: 2.50 angstrom
Pair coefficient C6: 60.0 eV angstrom^6
Atomic density n: 0.0640 angstrom^-3
C3 from formula: 2.0106 eV angstrom^3
C3 from half-space quadrature: 2.0106 eV angstrom^3
C3 converted: 0.4986 hartree bohr^3
Edge above top nuclei: 1.25 angstrom
Height h: 3.50 angstrom; z: 2.25 angstrom
  site-averaged atom sum U: -117.1156 meV
  continuum -C3/z^3: -176.5153 meV
  atom sum / continuum: 0.6635 (no unit)
  1 - d^2/(2z^2): 0.3827 (no unit)
Height h: 5.00 angstrom; z: 3.75 angstrom
  site-averaged atom sum U: -31.7800 meV
  continuum -C3/z^3: -38.1273 meV
  atom sum / continuum: 0.8335 (no unit)
  1 - d^2/(2z^2): 0.7778 (no unit)
Height h: 10.00 angstrom; z: 8.75 angstrom
  site-averaged atom sum U: -2.8866 meV
  continuum -C3/z^3: -3.0013 meV
  atom sum / continuum: 0.9618 (no unit)
  1 - d^2/(2z^2): 0.9592 (no unit)
Height h: 20.00 angstrom; z: 18.75 angstrom
  site-averaged atom sum U: -0.3023 meV
  continuum -C3/z^3: -0.3050 meV
  atom sum / continuum: 0.9912 (no unit)
  1 - d^2/(2z^2): 0.9911 (no unit)
U(top)-U(hollow) at h=3.50 angstrom: -2.4336 meV
U(top)-U(hollow) at h=5.00 angstrom: -0.0217 meV
Top-plane share at h=3.50 angstrom: 85.80 percent
Effective edge from atom sum at h=20.00 angstrom: 1.1950 angstrom above top nuclei
-C3/h^3 at h=20.00 angstrom: -0.2513 meV
Its error in magnitude against the atom sum: -16.87 percent
no test failed
```
